# Field in an Isolated Ferroelectric Film After Warming

## The problem

A ferroelectric film lies between two plane metal electrodes. Its polarization is uniform and points from the bottom electrode to the top one. At the start the charge on the electrodes fully screens the polarization, so there is no electric field in the film. The electrodes are then disconnected from everything, and the film warms uniformly by 10 K.

The relative permittivity of the poled film is 30. Its pyroelectric coefficient has the magnitude 50 µC/(m² K), and the polarization falls on warming. Find the electric field in the film, with its direction.

Throughout, $P$ is the polarization and $E$ the field, both counted positive from bottom to top. The polarization at the starting temperature and zero field is $P_0$. The pyroelectric coefficient $p$ is the slope $dP/dT$ at zero field, so here $p=-|p|$. The film is taken as a perfect insulator, its lateral size is much larger than its thickness, and its domains do not switch.

## A tempting solution

Let the bottom electrode carry the free charge $+\sigma$ per area and the top electrode $-\sigma$. The polarization leaves the bound charge $-P$ on the bottom face of the film and $+P$ on the top face. The net charge per area is therefore $\sigma-P$ at the bottom and $-(\sigma-P)$ at the top. Two such opposite sheets produce between them the field

$$E=\frac{\sigma-P}{\varepsilon_0}. \qquad (1)$$

Initially $E=0$, so $\sigma=P_0$. The electrodes are isolated, so $\sigma$ keeps this value. Warming lowers the polarization by $|p|\Delta T$, so $P=P_0-|p|\Delta T$, and equation (1) gives

$$E=\frac{|p|\,\Delta T}{\varepsilon_0}
=\frac{(50\times10^{-6}\ \mathrm{C\,m^{-2}K^{-1}})(10\ \mathrm{K})}{8.854\times10^{-12}\ \mathrm{F/m}}
\approx 565\ \mathrm{kV/cm}.$$

The permittivity of the film seems not to be needed, because equation (1) already counts all charges, free and bound.

## Where it fails

Equation (1) is correct, and so is the statement that $\sigma$ stays at $P_0$. The fault is in the polarization that was inserted. The coefficient $p$ tells how $P$ changes with temperature **at zero field**. In the isolated film a field appears as the film warms, and this field polarizes the film as well.

The answer itself shows that this second effect cannot be neglected. A field $E$ induces the extra polarization $\varepsilon_0(\varepsilon_r-1)E$. With $E=|p|\Delta T/\varepsilon_0$ this would be

$$(\varepsilon_r-1)\,|p|\,\Delta T=29\times0.050\ \mathrm{\mu C/cm^2}=1.45\ \mathrm{\mu C/cm^2}.$$

The field would thus induce 29 times the polarization whose loss was supposed to create it. The field and the polarization have to be found together.

## The right solution

For small changes of temperature and field, the two contributions to the polarization add:

$$P=P_0+p\,\Delta T+\varepsilon_0(\varepsilon_r-1)E. \qquad (2)$$

The factor is $\varepsilon_r-1$ and not $\varepsilon_r$ because $P$ contains the response of the material alone. The vacuum part $\varepsilon_0E$ is already present in equation (1).

Multiply equation (1) by $\varepsilon_0$ and set $\sigma=P_0$:

$$\varepsilon_0E=P_0-P.$$

Insert equation (2). The two terms $P_0$ cancel:

$$\varepsilon_0E=-p\,\Delta T-\varepsilon_0(\varepsilon_r-1)E.$$

Move the last term to the left. The sum $\varepsilon_0E+\varepsilon_0(\varepsilon_r-1)E$ is $\varepsilon_0\varepsilon_rE$, so

$$E=-\frac{p\,\Delta T}{\varepsilon_0\varepsilon_r}=\frac{|p|\,\Delta T}{\varepsilon_0\varepsilon_r}. \qquad (3)$$

The denominator is $30\times8.854\times10^{-12}\ \mathrm{F/m}=2.656\times10^{-10}\ \mathrm{F/m}$, and the field is

$$E=\frac{(50\times10^{-6}\ \mathrm{C\,m^{-2}K^{-1}})(10\ \mathrm{K})}{2.656\times10^{-10}\ \mathrm{F/m}}
=1.88\times10^{6}\ \mathrm{V/m}=18.8\ \mathrm{kV/cm}.$$

**Direction.** The result is positive, so the field points along the polarization. The electrodes hold the charge that suited the larger polarization of the cold film. After warming this charge is too large, and the excess is positive at the bottom and negative at the top. If the screened film is cooled instead, $\Delta T$ is negative and so is $E$. The polarization then outgrows its screening charge, and the field opposes it. Only in that second case is it a depolarization field in the literal sense.

**Where the polarization goes.** At zero field the warming would remove $|p|\Delta T=0.050\ \mathrm{\mu C/cm^2}$. The field restores $\varepsilon_0(\varepsilon_r-1)E=0.0483\ \mathrm{\mu C/cm^2}$. The actual loss is the difference, which by equation (1) equals $\varepsilon_0E=0.0017\ \mathrm{\mu C/cm^2}$. This is one part in $\varepsilon_r=30$ of the loss at zero field. With a large permittivity, the field in an isolated film therefore restores nearly all the polarization that the same warming would remove at zero field.

## The voltage

The thickness does not enter equation (3), but it sets the voltage. For a film of thickness $d=10$ nm,

$$V=Ed=(1.88\times10^{6}\ \mathrm{V/m})(10\times10^{-9}\ \mathrm{m})=18.8\ \mathrm{mV},$$

with the bottom electrode at the higher potential, since the field points away from it.

The same voltage follows from a capacitor argument. With its electrodes connected, the film would release the charge $|p|\Delta T\,A$ on an electrode area $A$. With $C=\varepsilon_0\varepsilon_rA/d$, dividing this charge by $C$ gives $|p|\Delta T\,d/(\varepsilon_0\varepsilon_r)=Ed$.

## What "initially screened" is worth

Suppose that the electrodes start with slightly too little charge, $\sigma=P_0-q$. The steps that led to equation (3) now leave one extra term:

$$E=\frac{|p|\,\Delta T-q}{\varepsilon_0\varepsilon_r}. \qquad (4)$$

Before warming the field is $-q/(\varepsilon_0\varepsilon_r)$. The change of the field on warming is still given by equation (3), but its final value is not.

The final value is sensitive to $q$. Take $P_0=20\ \mathrm{\mu C/cm^2}$, a rough typical value for a ferroelectric film based on hafnia. The charge $|p|\Delta T$ is 0.25 % of this. A screening deficit of 0.25 % thus cancels the final field in equation (4), and a larger deficit reverses it. With no screening at all, $q=P_0$, the formula would give a field of about 7500 kV/cm against the polarization. That is far outside the range in which a linear response can be assumed, so the number shows only that such a state would not survive unchanged.

## Leakage, and how fast the film must warm

A real film conducts a little. Let its resistivity be $\rho$, taken as independent of the field and of the temperature. The current density $E/\rho$ flows from bottom to top and removes positive charge from the bottom electrode, so $d\sigma/dt=-E/\rho$. Equations (1) and (2) together read, for any $\sigma$,

$$\varepsilon_0\varepsilon_rE=\sigma-P_0+|p|\,\Delta T.$$

Let the temperature rise at the constant rate $r$. The time derivative is

$$\varepsilon_0\varepsilon_r\frac{dE}{dt}=|p|\,r-\frac{E}{\rho}.$$

The steady value, at which the right side vanishes, is $|p|r\rho$. The difference from it decays with the time constant $\tau=\rho\,\varepsilon_0\varepsilon_r$. Starting from $E=0$,

$$E(t)=|p|\,r\,\rho\left(1-e^{-t/\tau}\right). \qquad (5)$$

For $t\ll\tau$ the bracket is close to $t/\tau$. Then $E\approx|p|rt/(\varepsilon_0\varepsilon_r)$, which is equation (3) with $\Delta T=rt$. For $t\gg\tau$ the field stops growing, and the rate of warming sets it rather than the total rise.

Take a ramp of 1 K/s for 10 s and two chosen resistivities:

- For $10^{14}\ \Omega\,$cm, $\tau=266$ s, and the field at the end of the ramp is 18.5 kV/cm.
- For $10^{12}\ \Omega\,$cm, $\tau=2.7$ s, and the field reaches 4.9 kV/cm, about a quarter of the ideal value.

Once the temperature is steady, $r=0$, and the field decays with the same $\tau$. The open-circuit field is thus a transient, and equation (3) requires the warming to be short compared with $\tau$. If the resistivity falls on warming, as it does in many insulators, the field leaks away faster than equation (5) says.

## Stray capacitance

"Open circuit" also means that nothing else takes up the charge. A wire or a voltmeter adds a capacitance $C_s$ in parallel with the film. It is uncharged at the start, because the voltage is then zero. Later it holds the charge $C_sEd$, which is missing from the film electrodes:

$$\sigma=P_0-\frac{C_sEd}{A}.$$

This has the form $\sigma=P_0-q$, so equation (4) applies with $q=C_sEd/A$:

$$\varepsilon_0\varepsilon_rE+\frac{C_sd}{A}E=|p|\,\Delta T.$$

Multiplying by $A/d$ turns the factor of $E$ on the left into $C+C_s$. On the right stands $|p|\Delta T\,A/d$, which is $C$ times the ideal field of equation (3). Hence

$$E=\frac{|p|\,\Delta T}{\varepsilon_0\varepsilon_r}\,\frac{C}{C+C_s}.$$

A square electrode of side 100 µm on the 10 nm film has $C=265.6$ pF. A stray capacitance of 10 pF then lowers the field to 18.1 kV/cm. With the same stray capacitance, an electrode of a tenth of the side has a hundredth of the film capacitance, and about four fifths of the pyroelectric charge $|p|\Delta T\,A$ goes to the wiring.

A voltmeter also has a finite input resistance $R$. It acts as leakage, with $\rho$ in equation (5) replaced by $RA/d$ and $\tau=RC$ when $C_s$ is neglected. On the 100 µm electrode, $R=10$ MΩ gives $\tau=2.7$ ms and a field of only 0.005 kV/cm on the ramp of 1 K/s. Even $R=10$ GΩ gives only 4.9 kV/cm after 10 s.

## Is a linear response good enough?

Equation (2) is linear. A simple nonlinear model shows what this costs. In a Landau model of a uniformly polarized film, the field needed to hold the polarization $P$ after a temperature rise $t$ is

$$E=-a(s-t)P+bP^3.$$

The constants are fixed by the known properties at $t=0$:

- Zero field at $P=P_0$ requires $bP_0^2=as$.
- The slope $\partial E/\partial P=-as+3bP_0^2=2as$ must equal $1/[\varepsilon_0(\varepsilon_r-1)]$.
- At zero field $P=P_0\sqrt{1-t/s}$, whose initial slope is $-P_0/(2s)$. Setting this equal to $-|p|$ gives $s=P_0/(2|p|)=2000$ K.

The last number only fits the model near the starting temperature. It does not predict a transition in hafnia.

Write $P=P_0+\delta$, where equation (1) gives $\delta=-\varepsilon_0E$. Expanding the cubic with $b=as/P_0^2$,

$$E=atP_0\left(1+\frac{\delta}{P_0}+\frac{3s}{t}\frac{\delta^2}{P_0^2}\right)+2as\,\delta+\dots$$

Without the two corrections in the bracket this is again equation (3). Indeed $2as\,\delta=-E/(\varepsilon_r-1)$ and $aP_0=|p|/[\varepsilon_0(\varepsilon_r-1)]$, so that $E\,\varepsilon_r/(\varepsilon_r-1)=|p|t/[\varepsilon_0(\varepsilon_r-1)]$.

The corrections are small because the polarization hardly moves: $\delta/P_0=-0.00167/20=-8\times10^{-5}$. The second correction is smaller still, about $4\times10^{-6}$. In this model equation (3) is therefore good to about 0.01 % of the field. That figure rests on giving the whole susceptibility $\varepsilon_r-1$ to the polar mode. If most of the permittivity is instead a fixed background, the polar part moves by up to about 0.25 %, and the error grows to about 0.1 %. Domain motion, which the model leaves out, could cost more.

## Beside a real film

The values used here are roughly those of a 10 nm ferroelectric film based on hafnia. Such films switch at roughly 1000 kV/cm and break down at roughly 4000 kV/cm. The calculated field is 1.9 % of the first and 0.5 % of the second, so neither large-scale switching nor breakdown is to be expected from a temperature change of 10 K alone. In a film that starts fully screened, the field on warming also points along the polarization and so supports the state the film is already in; only on cooling does it oppose it. The result depends strongly on the isolation of the electrodes. Leakage took the field from 18.8 to 4.9 kV/cm in the poorer of the two films above, and a circuit that holds the electrodes at equal potential removes it altogether in this model. Imperfect screening at the electrodes can leave a field before the warming starts, and this field can be much larger than the pyroelectric one. Let the screening charge sit behind layers that take up the voltage $\sigma\lambda/\varepsilon_0$ in total. A shorted film then has $Ed+\sigma\lambda/\varepsilon_0=0$ with $\sigma=P_0+\varepsilon_0\varepsilon_rE$, so $E=-P_0\lambda/[\varepsilon_0(d+\varepsilon_r\lambda)]$. For a chosen $\lambda=0.03$ nm this linear estimate is about 620 kV/cm against the polarization, so the total field still opposes it after warming. Such a film also changes its field on warming when it stays shorted, by about 1.6 kV/cm. In open circuit, equation (3) gives the change and not the total, provided that the initial field is small enough for the response to stay linear. In the Landau model above, an initial field of 500 kV/cm against the polarization lowers the change from 18.8 to 17.6 kV/cm.

A smaller correction concerns the meaning of $p$. The isolated electrodes keep their total charge, while the area grows with the silicon substrate below the film. For a linear expansion coefficient $\alpha=2.6\times10^{-6}\ \mathrm{K^{-1}}$, the charge per area falls by $2\alpha P_0\Delta T$ to first order. This acts as a deficit $q$ in equation (4), so $|p|$ is replaced by $|p|-2\alpha P_0$, and the field becomes 18.4 kV/cm. The correction applies if $p$ describes the polarization alone. If $p$ was obtained from the charge released by short-circuited electrodes on the same substrate, divided by their initial area, the expansion is already included.
